# Photon recycling and the external luminescence efficiency of an LED: a program that tests the result

```python
# Result under test: external luminescence efficiency with photon recycling,
#   eta_ext = eta*Pe / (1 - eta*Pr),   Pe + Pr + Pa = 1
# eta: probability that a pair recombines radiatively
# Pe, Pr, Pa: probability that an emitted photon escapes, is reabsorbed
#   across the gap (new pair), or is lost parasitically (bulk or mirror)
# Slab: depth z = 0 at the front face, z = thickness at the back mirror.
# Photon tracing supplies the independent check. Lengths in um inside.
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.constants import e as charge

INDEX, MIRROR = 3.5, 0.95
THICK = 2.0                    # um
ALPHA_CM, PARA_CM = 5000.0, 10.0
ALPHA, PARA = ALPHA_CM * 1e-4, PARA_CM * 1e-4   # 1/um
ETA = 0.98
MU_C = np.sqrt(1 - 1 / INDEX**2)
rng = np.random.default_rng(12345)


def photon_fates(alpha, thick):
    """Quadrature over direction cosine; returns Pe, Pr, Pa, mirror loss."""
    kappa = alpha + PARA

    def parts(mu):
        k = kappa * thick / mu
        return np.exp(-k), -np.expm1(-k) / k

    def escape(mu):
        t, reach = parts(mu)
        return 0.5 * reach * (1 + MIRROR * t)

    def mirror_in(mu):
        return 0.5 * parts(mu)[1] * (1 - MIRROR)

    def mirror_out(mu):
        t, reach = parts(mu)
        return 0.5 * reach * (1 + t) * (1 - MIRROR) / (1 - MIRROR * t**2)

    pe = quad(escape, MU_C, 1)[0]
    pm = quad(mirror_in, MU_C, 1)[0] + quad(mirror_out, 0, MU_C)[0]
    bulk = 1 - pe - pm
    return pe, bulk * alpha / kappa, pm + bulk * PARA / kappa, pm


def external(eta, pe, pr):
    return eta * pe / (1 - eta * pr)


def trace(count, eta, thick, lines, frozen=False):
    """Follow pairs and photons one by one. If frozen, pairs start at the
    mirror and recombine where they are created; otherwise they remix."""
    lines = np.asarray(lines)
    pairs = np.full(count, thick)
    emitted, reabsorbed, escapes = 0, 0, []
    while pairs.size:
        z = pairs[rng.random(pairs.size) < eta]
        m = z.size
        emitted += m
        if not frozen:
            z = thick * rng.random(m)
        mu = rng.uniform(-1, 1, m)
        alpha = lines[rng.integers(len(lines), size=m)]
        path = rng.exponential(1, m) / (alpha + PARA)
        created, out = [np.empty(0)], 0
        while z.size:
            end = z + mu * path
            front, back = end <= 0, end >= thick
            inside = ~(front | back)
            interband = rng.random(z.size) < alpha / (alpha + PARA)
            created.append(end[inside & interband])
            cone = np.abs(mu) > MU_C
            out += np.count_nonzero(front & cone)
            reflected = back & (rng.random(z.size) < MIRROR)
            keep = (front & ~cone) | reflected
            wall = np.where(front, 0.0, thick)
            path = (path - (wall - z) / mu)[keep]
            z, mu, alpha = wall[keep], -mu[keep], alpha[keep]
        escapes.append(out)
        pairs = np.concatenate(created)
        reabsorbed += pairs.size
    return emitted, reabsorbed, np.array(escapes)


def check_fraction(hits, trials, expected):
    sigma = np.sqrt(expected * (1 - expected) / trials)
    assert abs(hits / trials - expected) < 5 * sigma, (hits / trials, expected)


# Main device: single-flight probabilities and the summed result
pe, pr, pa, pm = photon_fates(ALPHA, THICK)
eta_ext = external(ETA, pe, pr)
emissions = ETA / (1 - ETA * pr)
N = 200000
emitted, reabs, esc = trace(N, ETA, THICK, [ALPHA])
total_esc = int(esc.sum())
lost = emitted - reabs - total_esc
check_fraction(total_esc, emitted, pe)
check_fraction(reabs, emitted, pr)
check_fraction(lost, emitted, pa)
check_fraction(total_esc, N, eta_ext)
check_fraction(lost, N, emissions * pa)
nonrad = (1 - ETA) / (1 - ETA * pr)
check_fraction(N - total_esc - lost, N, nonrad)
assert abs(emitted / N - emissions) < 5 * emissions / np.sqrt(N)
first = ETA * pe
ten = eta_ext * (1 - (ETA * pr)**10)
check_fraction(int(esc[0]), N, first)
check_fraction(int(esc[:10].sum()), N, ten)

# Lower internal efficiency, again by tracing
low = external(0.90, pe, pr)
check_fraction(int(trace(N, 0.90, THICK, [ALPHA])[2].sum()), N, low)


# Slope with respect to eta from an explicitly summed series
def series(eta):
    return sum(eta * pe * (eta * pr)**j for j in range(3000))


slope = pe / (1 - ETA * pr)**2
numeric_slope = (series(ETA + 1e-5) - series(ETA - 1e-5)) / 2e-5
assert abs(numeric_slope / slope - 1) < 1e-5
ceiling = pe / (pe + pa)
assert abs(series(1.0) - ceiling) < 1e-9

# Two equally likely emission lines: average probabilities, not efficiencies
WEAK_CM = 500.0
weak = photon_fates(WEAK_CM * 1e-4, THICK)
pe2, pr2 = (pe + weak[0]) / 2, (pr + weak[1]) / 2
right = external(ETA, pe2, pr2)
weak_ext = external(ETA, weak[0], weak[1])
wrong = (eta_ext + weak_ext) / 2
N2 = 100000
two = int(trace(N2, ETA, THICK, [ALPHA, WEAK_CM * 1e-4])[2].sum())
check_fraction(two, N2, right)
assert abs(two / N2 - wrong) > 5 * np.sqrt(wrong * (1 - wrong) / N2)

# Thick slab: remixed carriers obey the formula, immobile carriers do not
THICK2, N3 = 10.0, 40000
thick_p = photon_fates(ALPHA, THICK2)
thick_ext = external(ETA, thick_p[0], thick_p[1])
thick_mixed = int(trace(N3, ETA, THICK2, [ALPHA])[2].sum())
check_fraction(thick_mixed, N3, thick_ext)
frozen = trace(N3, ETA, THICK2, [ALPHA], frozen=True)[2].sum() / N3
assert frozen < thick_ext - 5 * np.sqrt(thick_ext * (1 - thick_ext) / N3)

# Fixed current: density in 1e17 cm^-3, time in ns
A_S, B_CM, C_CM, G_CM = 1e6, 1e-10, 1e-30, 2e24
UNIT = 1e17
A, B, C = A_S * 1e-9, B_CM * UNIT * 1e-9, C_CM * UNIT**2 * 1e-9
G = G_CM / UNIT * 1e-9
PHOTON_LIFE = 1e-3             # ns; has no effect on the steady state


def density(recycled):
    return brentq(lambda n: A*n + (1-recycled)*B*n**2 + C*n**3 - G, 0, 100)


def internal(n):
    return B * n**2 / (A * n + B * n**2 + C * n**3)


def rates(time, y):
    n, photons = y
    removed = photons / PHOTON_LIFE
    return [G - A*n - B*n**2 - C*n**3 + pr * removed, B*n**2 - removed]


n_bare, n_rec = density(0.0), density(pr)
eta_bare, eta_rec = internal(n_bare), internal(n_rec)
ext_naive, ext_rec = external(eta_bare, pe, pr), external(eta_rec, pe, pr)
run = solve_ivp(rates, (0, 2e4), [0, 0], method="Radau",
                rtol=1e-8, atol=1e-12)
assert run.success
n_end, photons_end = run.y[:, -1]
assert abs(n_end / n_rec - 1) < 1e-5
assert abs(pe * photons_end / PHOTON_LIFE / G / ext_rec - 1) < 1e-5
assert ext_rec > 1.1 * ext_naive
current = charge * G_CM * THICK * 1e-4

print(f"refractive index: {INDEX}")
print(f"slab thickness: {THICK} um")
print(f"interband absorption: {ALPHA_CM:.0f} cm^-1")
print(f"parasitic bulk absorption: {PARA_CM:.0f} cm^-1")
print(f"mirror reflectivity: {MIRROR}")
print(f"internal radiative efficiency eta: {ETA}")
print(f"critical direction cosine: {MU_C:.5f}")
print(f"escape probability Pe: {pe:.5f}")
print(f"reabsorption probability Pr: {pr:.5f}")
print(f"parasitic probability Pa: {pa:.5f}")
print(f"  of which mirror: {pm:.5f}, bulk: {pa - pm:.5f}")
print(f"product eta*Pr: {ETA * pr:.5f}")
print(f"escape at first emission: {first:.5f}")
print(f"escape within ten emissions: {ten:.4f}")
print(f"external efficiency, formula: {eta_ext:.4f}")
print(f"external efficiency, tracing: {total_esc / N:.4f}")
print(f"pairs traced: {N}")
print(f"mean emissions per pair, formula: {emissions:.3f}")
print(f"mean emissions per pair, tracing: {emitted / N:.3f}")
print(f"parasitic loss per pair: {emissions * pa:.4f}")
print(f"nonradiative loss per pair: {nonrad:.4f}")
print(f"gain over first emission: {eta_ext / first:.2f} times")
print(f"slope d(eta_ext)/d(eta): {slope:.3f}")
print(f"external efficiency at eta 0.90: {low:.4f}")
print(f"external efficiency at eta 0.99: {external(0.99, pe, pr):.4f}")
print(f"external efficiency at eta 1: {ceiling:.4f}")
print(f"second line, interband absorption: {WEAK_CM:.0f} cm^-1")
print(f"second line Pe: {weak[0]:.5f}, Pr: {weak[1]:.5f}")
print(f"second line alone, external efficiency: {weak_ext:.4f}")
print(f"two lines, averaged Pe: {pe2:.5f}, Pr: {pr2:.5f}")
print(f"two lines, from averaged probabilities: {right:.4f}")
print(f"two lines, tracing: {two / N2:.4f}")
print(f"two lines, wrongly averaged efficiencies: {wrong:.4f}")
print(f"thick slab thickness: {THICK2} um")
print(f"thick slab Pe: {thick_p[0]:.5f}, Pr: {thick_p[1]:.5f}")
print(f"thick slab, formula: {thick_ext:.4f}")
print(f"thick slab, remixed carriers, tracing: {thick_mixed / N3:.4f}")
print(f"thick slab, immobile carriers from mirror: {frozen:.4f}")
print(f"A: {A_S:.1e} s^-1, B: {B_CM:.1e} cm^3/s, C: {C_CM:.1e} cm^6/s")
print(f"generation rate: {G_CM:.1e} cm^-3 s^-1")
print(f"current density: {current:.2f} A/cm^2")
print(f"density without recycling: {n_bare * UNIT:.3e} cm^-3")
print(f"density with recycling: {n_rec * UNIT:.3e} cm^-3")
print(f"eta without recycling: {eta_bare:.4f}")
print(f"eta with recycling: {eta_rec:.4f}")
print(f"external efficiency, eta without recycling: {ext_naive:.4f}")
print(f"external efficiency, self-consistent eta: {ext_rec:.4f}")
print(f"effective B(1-Pr): {B_CM * (1 - pr):.3e} cm^3/s")
print("all good")
```

It prints:

```
refractive index: 3.5
slab thickness: 2.0 um
interband absorption: 5000 cm^-1
parasitic bulk absorption: 10 cm^-1
mirror reflectivity: 0.95
internal radiative efficiency eta: 0.98
critical direction cosine: 0.95831
escape probability Pe: 0.01750
reabsorption probability Pr: 0.96849
parasitic probability Pa: 0.01401
  of which mirror: 0.01208, bulk: 0.00194
product eta*Pr: 0.94912
escape at first emission: 0.01715
escape within ten emissions: 0.1371
external efficiency, formula: 0.3371
external efficiency, tracing: 0.3384
pairs traced: 200000
mean emissions per pair, formula: 19.260
mean emissions per pair, tracing: 19.307
parasitic loss per pair: 0.2699
nonradiative loss per pair: 0.3931
gain over first emission: 19.65 times
slope d(eta_ext)/d(eta): 6.760
external efficiency at eta 0.90: 0.1227
external efficiency at eta 0.99: 0.4206
external efficiency at eta 1: 0.5554
second line, interband absorption: 500 cm^-1
second line Pe: 0.03674, Pr: 0.84581
second line alone, external efficiency: 0.2104
two lines, averaged Pe: 0.02712, Pr: 0.90715
two lines, from averaged probabilities: 0.2394
two lines, tracing: 0.2398
two lines, wrongly averaged efficiencies: 0.2737
thick slab thickness: 10.0 um
thick slab Pe: 0.00407, Pr: 0.99145
thick slab, formula: 0.1406
thick slab, remixed carriers, tracing: 0.1409
thick slab, immobile carriers from mirror: 0.0984
A: 1.0e+06 s^-1, B: 1.0e-10 cm^3/s, C: 1.0e-30 cm^6/s
generation rate: 2.0e+24 cm^-3 s^-1
current density: 64.09 A/cm^2
density without recycling: 1.364e+17 cm^-3
density with recycling: 6.084e+17 cm^-3
eta without recycling: 0.9305
eta with recycling: 0.9780
external efficiency, eta without recycling: 0.1648
external efficiency, self-consistent eta: 0.3239
effective B(1-Pr): 3.151e-12 cm^3/s
all good
```
